# Scaling a Weibull breakdown time with capacitor area

**Question**

I have a breakdown distribution for small MOS capacitors and need the characteristic time of a much larger one. The small capacitors have area \(10^{-4}\ \text{cm}^2\), the large one has \(0.1\ \text{cm}^2\), and the Weibull shape parameter is 1.2. For practice I take a projected characteristic time of \(10^{11}\) s for the small capacitor at its use voltage.

The large capacitor has 1000 times as many places to break, so I divided by 1000 and got \(10^8\) s. A colleague says that the shape parameter must enter, but I can't see why: a thousand times the area surely means a thousand times the failure rate. Does the shape parameter itself change with area? And if the answer comes out at several years, may I say that the capacitor is safe for that long?

**Answer**

Your statement about the failure rate is right if both rates are taken at the same time. The step that fails is the next one, from "1000 times the rate" to "1/1000 of the time". It would hold if the rate were constant, and for a shape parameter of 1.2 the rate grows with time.

**What is being scaled**

Let \(F(t)\) be the fraction of nominally identical capacitors that have broken down by time \(t\), and \(S(t)=1-F(t)\) the surviving fraction. The Weibull law for the small area \(A_1\) is

\[
S_1(t)=\exp\left[-\left(\frac{t}{\eta_1}\right)^{\beta}\right].
\]

Here \(\beta\) is the shape parameter and \(\eta_1\) the characteristic time. Setting \(t=\eta_1\) gives \(S_1=1/e\), so \(\eta_1\) is the time by which 63.2 % have failed. For \(\beta=1.2\) it is neither the mean nor the median.

I assume the following:

- Failure means the first breakdown anywhere in the capacitor.
- Equal patches of oxide have the same statistics and fail independently.
- Both capacitors have the same voltage across the gate stack and the same temperature.
- There is one intrinsic failure mechanism, and edges play no special part.

**The derivation**

Divide both capacitors into patches of a common area \(a\), with \(A_1=ma\) and \(A_2=ka\). Let \(s(t)\) be the survival probability of one patch. A capacitor survives if all its patches survive, and independence turns "all" into a product:

\[
S_1=s^m,\qquad S_2=s^k .
\]

The first relation gives \(s=S_1^{1/m}\). Inserting this into the second,

\[
S_2(t)=S_1(t)^{k/m}=S_1(t)^{A_2/A_1}.
\]

The area ratio need not be an integer. An irrational ratio can be enclosed between rational ones as closely as desired, and survival cannot increase with area, so the same law follows.

No Weibull law has been used yet. Inserting it now, the power multiplies the exponent:

\[
S_2(t)=\exp\left[-\frac{A_2}{A_1}\left(\frac{t}{\eta_1}\right)^{\beta}\right].
\]

To read off the new characteristic time, move the area ratio inside the bracket. A factor inside is raised to the power \(\beta\), so it must enter as its \(1/\beta\) power:

\[
S_2(t)=\exp\left[-\left(\frac{(A_2/A_1)^{1/\beta}\,t}{\eta_1}\right)^{\beta}\right]
=\exp\left[-\left(\frac{t}{\eta_2}\right)^{\beta}\right].
\]

Comparing the two forms,

\[
\boxed{\;\eta_2=\eta_1\left(\frac{A_1}{A_2}\right)^{1/\beta}\;}
\]

and the exponent \(\beta\) is the same for both areas. That answers your second question: under these assumptions the shape parameter does not change.

**Your numbers**

The area ratio is \(0.1/10^{-4}=1000\). Therefore

\[
\frac{\eta_2}{\eta_1}=1000^{-1/1.2}=10^{-3/1.2}=10^{-2.5}=3.162\times10^{-3}.
\]

The characteristic time falls by a factor of 316:

\[
\eta_2=(10^{11}\ \text{s})(3.162\times10^{-3})
=3.16\times10^8\ \text{s}=10.0\ \text{years}.
\]

**Where the factor of 1000 went**

The exponent \(H(t)=-\ln S(t)\) is the cumulative hazard, and its derivative is the failure rate among the survivors. For the small capacitor,

\[
H_1=\left(\frac{t}{\eta_1}\right)^\beta,\qquad
\frac{dH_1}{dt}=\frac{\beta}{\eta_1}\left(\frac{t}{\eta_1}\right)^{\beta-1}.
\]

At any given time the large capacitor has 1000 times this rate, as you said. It reaches its characteristic time when its own cumulative hazard is 1, which is when \(H_1=1/1000\). Since \(H_1\) varies as \(t^{1.2}\), going back in time by a factor of 316 already reduces it by \(316^{1.2}=1000\).

The limits show the role of \(\beta\). At \(\beta=1\) the rate is constant and your division by 1000 is correct. As \(\beta\to\infty\), all capacitors fail at nearly the same time, and the factor tends to 1: extra area has no early failures to pick out. For \(\beta<1\) the rate falls with time, and the characteristic time drops by more than 1000.

On a Weibull plot one draws

\[
W=\ln[-\ln(1-F)]=\beta\ln t-\beta\ln\eta .
\]

The larger area raises the line by \(\ln1000=6.91\) without changing its slope. The equivalent horizontal shift is \(6.91/1.2=5.76\), and \(e^{-5.76}\) is the factor found above, to rounding.

**Other measures of life**

To find the time \(t_F\) at which a fraction \(F\) has failed, take the logarithm of \(1-F=\exp[-(t_F/\eta)^\beta]\) and then the \(1/\beta\) power:

\[
t_F=\eta[-\ln(1-F)]^{1/\beta}.
\]

The bracket does not contain the area, so every such time scales by the same factor as \(\eta\).

The mean life does too. It is the integral of the survival probability. With \(x=(t/\eta)^\beta\), so that \(t=\eta x^{1/\beta}\) and \(dt=(\eta/\beta)x^{1/\beta-1}dx\),

\[
\bar t=\int_0^\infty S\,dt
=\frac{\eta}{\beta}\int_0^\infty x^{1/\beta-1}e^{-x}\,dx
=\frac{\eta}{\beta}\Gamma\left(\frac1\beta\right)
=\eta\,\Gamma\left(1+\frac1\beta\right).
\]

As a test, the joint survival \(S_1^{1000}\) was integrated numerically. The mean life of the large capacitor came out as \(2.97462\times10^{-3}\,\eta_1\), and the formula gives the same digits.

**Ten years is not a safe life**

By \(\eta_2\), 63.2 % of the large capacitors have failed. Suppose instead that you can tolerate one failure in ten thousand, \(F=10^{-4}\). Then

\[
\frac{t_F}{\eta_2}=[-\ln(1-10^{-4})]^{1/1.2}=4.64\times10^{-4},
\]

\[
t_F=(4.64\times10^{-4})(3.162\times10^8\ \text{s})
=1.47\times10^5\ \text{s}=1.70\ \text{days}.
\]

So the answer to your third question is no. A quoted life needs a stated area and a stated failed fraction.

The calculation also shows which part of the small-capacitor distribution you are relying on. At \(t=\eta_2\), the small capacitors have \(H_1=10^{-3}\), so about one in a thousand has failed. At the 1.70-day point their failed fraction is about \(10^{-7}\). A sample of a hundred small capacitors does not normally reach either level; the Weibull line is being extended below the data.

**Why a Weibull law at all?**

The product rule alone does not select it. A simple percolation model shows how it can arise. Divide the oxide into \(N\) independent columns, each a stack of \(n\) cells. By time \(t\), each cell has become defective with probability \(p=(t/\tau)^\alpha\), for \(t<\tau\). A column conducts when all its cells are defective, which has probability \(p^n\). The capacitor survives if no column conducts:

\[
S=(1-p^n)^N=\exp[N\ln(1-p^n)]\approx\exp(-Np^n)
=\exp\left[-N\left(\frac{t}{\tau}\right)^{n\alpha}\right].
\]

The approximation keeps the first term of \(\ln(1-p^n)=-p^n-p^{2n}/2-\dots\). At the characteristic time \(Np^n\approx1\), so the next term changes the exponent by a relative amount of about \(1/(2N)\), negligible for many columns. The result is a Weibull law with

\[
\beta=n\alpha,\qquad \eta=\tau N^{-1/\beta}.
\]

Since \(N\) is proportional to area, the scaling rule returns. In this model \(\beta\) is set by the number of cells through the thickness. At fixed \(\alpha\) and cell size, a thicker oxide has a larger \(\beta\) and a weaker area dependence.

This was tested by drawing failure times for individual cells, with \(n=3\), \(\alpha=0.4\), and no Weibull law put in. The simulation used 20,000 capacitors of 100 columns and 1000 capacitors of 100,000 columns. The ratio of the 63.2 % times was \(3.20\times10^{-3}\), against the predicted \(3.16\times10^{-3}\). The shape parameters, obtained from the variance of \(\ln t\), were 1.200 and 1.229.

The 1.3 % difference in the ratio is within the sampling error. For \(M\) devices, the standard error of the failed fraction is \(\sqrt{F(1-F)/M}\). Dividing by \(dF/d\ln t=\beta/e\) at \(t=\eta\) converts it to an error in \(\ln t\), about 0.035 for the 1000 large devices. The shape parameter 1.229 has a sampling error too: for 1000 devices drawn from a Weibull law with \(\beta=1.2\), this estimate scatters by about 0.04, so the value is consistent with 1.2.

**How well must you know the shape parameter?**

Take the logarithm of the scaling rule and differentiate with respect to \(\beta\), holding \(\eta_1\) fixed:

\[
\ln\frac{\eta_2}{\eta_1}=-\frac{\ln(A_2/A_1)}{\beta},
\qquad
\frac{d}{d\beta}\ln\frac{\eta_2}{\eta_1}
=\frac{\ln(A_2/A_1)}{\beta^2}=\frac{6.91}{1.44}=4.80 .
\]

An error of 0.1 in \(\beta\) therefore changes \(\ln\eta_2\) by about 0.48. The full formula gives 5.9 years for \(\beta=1.1\) and 15.6 years for \(\beta=1.3\). "Ten years" is thus a central value with a wide range around it, even when \(\eta_1\) is perfectly known.

**When the two capacitors are not under equal stress**

The rule compares equal voltages across the gate stack, whereas an instrument sets the voltage at the terminals. Take a gate voltage \(V=2.0\) V, a leakage density of \(0.1\ \text{A/cm}^2\), and a lifetime that varies as \(V^{-40}\); the last two are rough assumptions. The large capacitor draws

\[
I_2=(0.1\ \text{A/cm}^2)(0.1\ \text{cm}^2)=10\ \text{mA},
\]

and the small one draws 1000 times less. With the same series resistance \(R\) in both measurements, the lifetime ratio acquires the extra factor

\[
\left(\frac{V-I_2R}{V-I_1R}\right)^{-40}.
\]

For \(R=1\ \Omega\) the large capacitor loses 10 mV and the factor is 1.22. For \(10\ \Omega\) it loses 100 mV and the factor is 7.8. The large capacitor then seems to last longer than the area rule predicts, because it is stressed less. These are upper estimates within this model, since the leakage was held fixed and would in fact fall as the stack voltage drops.

Leakage also heats the capacitor. The power is \((10\ \text{mA})(2.0\ \text{V})=20\) mW. With a rough thermal resistance of 10 K/W the rise is 0.20 K. At 400 K, an assumed activation energy of 0.7 eV makes this a 1 % reduction in lifetime, which is small beside the other uncertainties.

**When the patches are not alike**

Suppose that the oxide varies from patch to patch, each patch having the area of a small capacitor. Let the local characteristic time be \(\eta_1e^{-\sigma z}\), where \(z\) is a standard normal variable and \(\eta_1\) is now the median. The local cumulative hazard is then \(g(t/\eta_1)^\beta\), with \(g=e^{\beta\sigma z}\).

The large capacitor adds the hazards of 1000 patches, so to a good approximation it sees the average of \(g\). Completing the square in the Gaussian integral gives

\[
\langle g\rangle=\int_{-\infty}^{\infty}\frac{dz}{\sqrt{2\pi}}\,
e^{\beta\sigma z-z^2/2}
=e^{\beta^2\sigma^2/2}.
\]

Its characteristic time satisfies \(1000\,\langle g\rangle(t/\eta_1)^\beta=1\), or

\[
t=\eta_1\,1000^{-1/\beta}\langle g\rangle^{-1/\beta}
=\eta_2\,e^{-\beta\sigma^2/2}.
\]

For an assumed spread \(\sigma=0.5\), the last factor is \(e^{-0.15}=0.861\). A simulation of 2000 large capacitors, each with 1000 random patches, also gave 0.861.

The mixed population of small capacitors has its 63.2 % time at \(1.010\,\eta_1\), almost unmoved. The true large-area value is therefore \(0.861/1.010=0.853\) of the one extrapolated from that population. This comparison uses the single-patch value \(\beta=1.2\) in the extrapolation.

In practice \(\beta\) would be fitted to the mixed population, and that can reverse the direction of the error. For a single Weibull law the variance of \(\ln t\) is \(\pi^2/(6\beta^2)\), and the independent spread adds \(\sigma^2\). A fit that uses this variance therefore gives

\[
\frac{\pi^2}{6\beta_{\text{fit}}^2}=\frac{\pi^2}{6(1.2)^2}+0.5^2=1.392
\quad\Rightarrow\quad \beta_{\text{fit}}=1.087 .
\]

The scaling factor becomes \(1000^{-1/1.087}=1.74\times10^{-3}\) in place of \(3.162\times10^{-3}\). If the measured 63.2 % time is kept as the characteristic time of the small capacitors, the true large-area value is \(0.853\times3.162/1.74=1.55\) times the extrapolated one, so this extrapolation is pessimistic. The direction changed because the slope was first imposed and then fitted. For the values used here, the Weibull plot of the mixed population is steepest at early times, with a slope near 1.2, and flattens later. With a large sample, a straight line fitted to it and extended to earlier times therefore lies above the true curve and predicts too short a life; how much too short depends on the fitting method and on the range of the data. With few failures, scatter and the bias of the fitting method can outweigh this effect.

**When there are weak spots**

Now add defects that fail at once, placed at random with an assumed density \(D=0.1\ \text{cm}^{-2}\). The probability of having none is \(e^{-DA}\). In the large capacitor \(DA_2=0.01\), so a fraction \(1-e^{-0.01}=0.995\ \%\) fails immediately; in the small one the fraction is \(10^{-5}\).

The new 63.2 % time follows from

\[
e^{-DA_2}\exp\left[-\left(\frac{t}{\eta_2}\right)^\beta\right]=e^{-1}
\quad\Rightarrow\quad
t=\eta_2(1-DA_2)^{1/\beta}=0.992\,\eta_2 .
\]

The characteristic time hardly moves, yet the immediate failures are about a hundred times the tolerated \(10^{-4}\). The 1.70-day figure then describes the intrinsic population alone. A good characteristic time says little about early failures of this kind.

**Comparison with a real gate oxide**

The numbers are meant to lie roughly in the regime of a 2.5 nm silicon dioxide gate oxide at 2.0 V and 400 K. That voltage is on the high side for normal use of such a thin oxide. An area of \(0.1\ \text{cm}^2\) is large for one capacitor and is closer to the total gate area of a chip. The time \(10^{11}\) s can't be observed directly; it would have to be projected from tests at higher voltage, and any error in that projection passes in full to \(\eta_2\). An error of 0.1 in \(\beta\) moves the result by a factor of about 1.6 either way. Whether unequal stack voltage matters more depends on the leakage, and the assumed \(0.1\ \text{A/cm}^2\) is on the high side: simple tunnelling estimates for 2.5 nm of oxide near 2 V range from about \(10^{-3}\ \text{A/cm}^2\) to just below that value. With \(10\ \Omega\), the factor of 7.8 belongs to \(0.1\ \text{A/cm}^2\) held fixed, and it drops to about 4 if the leakage is allowed to fall with the stack voltage. At fixed leakage the factor exceeds 1.6 only above about \(0.023\ \text{A/cm}^2\), and at \(0.01\ \text{A/cm}^2\) it is 1.22. The measured current of the large capacitor decides which effect is larger. Real thin oxides can also continue to work after a first, soft breakdown, so the time calculated here need not be the time at which a circuit fails.

The numerical output below lists the inputs and the main results.

## Values computed for the example and the checks

```
Shape parameter beta: 1.2
Small area: 1.0e-04 cm2
Large area: 0.1 cm2
Area ratio: 1000
Small-capacitor eta (input): 1.000e+11 s
Scaling factor eta_large/eta_small: 3.16228e-03
Reduction of eta: 316.2 times
Large-capacitor eta: 3.1623e+08 s = 10.02 years
Mean-life ratio to small eta, integral: 2.97462e-03
Mean-life ratio to small eta, formula: 2.97462e-03
Early failed fraction: 1.0e-04
Early time / eta: 4.6418e-04
Early time, small capacitor: 4.642e+07 s
Early time, large capacitor: 1.468e+05 s = 1.70 days
Cell model: cells per column 3, time power 0.4
Cell model: columns 100 and 100000
Cell model: devices 20000 and 1000
Cell model: simulated scaling factor 3.204e-03
Cell model: beta small 1.200, large 1.229
Sensitivity d ln(factor)/d beta: 4.797
Scaling factor at beta 1.1: 1.874e-03
Scaling factor at beta 1.3: 4.924e-03
Large eta at beta 1.1: 5.94 years
Large eta at beta 1.3: 15.60 years
Rough oxide thickness: 2.5 nm
Gate voltage: 2.0 V; temperature: 400 K
Rough leakage density: 0.1 A/cm2
Leakage current, large capacitor: 10.0 mA
Rough voltage-acceleration power: 40
Series 1 ohm: drop 10 mV, eta multiplied by 1.22
Series 10 ohm: drop 100 mV, eta multiplied by 7.77
Rough thermal resistance: 10 K/W
Rough activation energy: 0.7 eV
Leakage heating: 0.20 K, eta multiplied by 0.990
Assumed patch spread of ln(eta): 0.5
Spread: small-population eta multiplied by 1.010
Spread: large eta multiplied by 0.861 (simulation 0.861)
Spread: true/extrapolated large eta 0.853
Assumed weak-spot density: 0.1 per cm2
Weak-spot failures, small capacitor: 1.00e-05
Weak-spot failures, large capacitor: 9.95e-03
Weak spots: large eta multiplied by 0.9917
```
